# Particle-hole conjugation in a relativistic subshell: term spacings and multipole moments

An atom with two electrons in a $4f_{7/2}$ subshell and an atom with two vacancies in it have the same list of total angular momenta, $J=0,2,4,6$. Do the electrons and the vacancies also repel in the same way, so that the spacings between the terms are the same in both atoms? And if a nucleus feels the electric field gradient of the open subshell, or its magnetism, does it notice the difference between electrons and holes? A unitary map that exchanges occupied and empty orbitals answers these questions.

## Setting and theorem

Take one subshell of four-component orbitals $|jm\rangle$, $m=-j,\dots,j$, with capacity $\Omega=2j+1$. Since $j$ is half-integer, $\Omega$ is even. All other occupied shells are closed and inert. The operators $a_m^\dagger$ and $a_m$ create and remove an electron, $N=\sum_m a_m^\dagger a_m$, $|0\rangle$ is the empty subshell and $|\mathrm{full}\rangle$ the filled one. The assumptions are:

1. The Hamiltonian in the subshell is $H=\varepsilon N+V$, where $V$ is a Hermitian, rotationally invariant two-body interaction that conserves $N$.
2. The configurations $j^n$ and $j^{\Omega-n}$ have the same $\varepsilon$ and the same $V$. For the Coulomb repulsion, using the same radial orbital ensures the same $V$, whereas $\varepsilon$ also depends on the nuclear charge and the closed shells.
3. Mixing with other configurations is neglected.

One-body tensors are expanded in unit tensors, defined with a 3j symbol by

$$\langle jm|u^k_q|jm'\rangle=(-1)^{j-m}\begin{pmatrix}j&k&j\\-m&q&m'\end{pmatrix},\qquad U^k_q=\sum_{mm'}\langle m|u^k_q|m'\rangle a_m^\dagger a_{m'} .$$

By the Wigner–Eckart theorem, every one-body tensor $T^k_q$ of rank $k$ acts within the subshell as a number times $U^k_q$, with $0\le k\le 2j$.

**Theorem.** There is a unitary operator $C$ that maps each term of $j^n$ with energy $E(n)$ to a term of $j^{\Omega-n}$ with the same $J$ and $M$, and

$$E(\Omega-n)=E(n)+\left(1-\frac{2n}{\Omega}\right)E_{\rm full}, \tag{1}$$

$$\langle C\psi'|T^k_q|C\psi\rangle=(-1)^{k+1}\langle\psi'|T^k_q|\psi\rangle ,\qquad k\ge1, \tag{2}$$

where $E_{\rm full}$ is the energy of the filled subshell. The shift in (1) is common to all terms, so the spacings agree. Even-rank moments with $k\ge2$ reverse and odd-rank moments are preserved.

Rank 0 is excluded from (2): $N$ becomes $\Omega-N$, which is a reversal plus a constant.

## Lemma 1: the map exists

Define

$$b_m^\dagger=(-1)^{j-m}a_{-m},\qquad b_m=(-1)^{j-m}a_{-m}^\dagger .$$

The exponent $j-m$ is an integer, so the sign is real and squares to one. Therefore

$$\{b_m,b_{m'}^\dagger\}=(-1)^{2j-m-m'}\{a_{-m}^\dagger,a_{-m'}\}=\delta_{mm'},\qquad \{b_m,b_{m'}\}=0 .$$

The state annihilated by all $b_m$ is $|\mathrm{full}\rangle$, because no electron can be added to it. Products of $b^\dagger$ on $|\mathrm{full}\rangle$ thus form an orthonormal basis, just as products of $a^\dagger$ on $|0\rangle$ do. The linear map

$$C\,a_{m_1}^\dagger\cdots a_{m_n}^\dagger|0\rangle=b_{m_1}^\dagger\cdots b_{m_n}^\dagger|\mathrm{full}\rangle$$

takes one orthonormal basis to another and is unitary, with $Ca_m^\dagger C^{-1}=b_m^\dagger$. It turns $n$ electrons into $n$ holes, and

$$CNC^{-1}=\sum_m a_{-m}a_{-m}^\dagger=\Omega-N. \tag{3}$$

## Lemma 2: the sign of a rank-$k$ tensor

**Claim.** $CU^k_qC^{-1}=(-1)^{k+1}U^k_q$ for $k\ge1$.

**Proof.** Write $u_{mm'}$ for $\langle m|u^k_q|m'\rangle$. Substitution and one anticommutation give

$$CU^k_qC^{-1}=\sum_{mm'}u_{mm'}(-1)^{2j-m-m'}a_{-m}a_{-m'}^\dagger
=\mathrm{tr}\,u-\sum_{mm'}u_{mm'}(-1)^{2j-m-m'}a_{-m'}^\dagger a_{-m}.$$

For $k\ge1$ each component $u^k_q$ is proportional to a commutator of $j_+$ or $j_-$ with a neighbouring component, and a commutator has zero trace. In the remaining sum put $p=-m'$ and $r=-m$:

$$CU^k_qC^{-1}=-\sum_{pr}(-1)^{2j+p+r}\,u_{-r,-p}\,a_p^\dagger a_r .$$

Exchanging the outer columns of a 3j symbol multiplies it by $(-1)^{2j+k}$, so

$$u_{-r,-p}=(-1)^{j+r}\begin{pmatrix}j&k&j\\r&q&-p\end{pmatrix}
=(-1)^{j+r+2j+k}\begin{pmatrix}j&k&j\\-p&q&r\end{pmatrix}
=(-1)^{4j+k+r-p}\,u_{pr}.$$

The last step used $(-1)^{j-p}$ as its own inverse. Since $4j$ is even, the combined exponent is $(2j+p+r)+(k+r-p)=k+2(j+r)$, and $j+r$ is an integer. The combined sign is $(-1)^k$, and the minus sign in front makes it $(-1)^{k+1}$. ∎

The components of $\mathbf J$ are proportional to $U^1_q$, so $C$ commutes with $\mathbf J$. It therefore preserves $J$ and $M$.

**Remark: the two signs.** For one electron in $|m\rangle$, $C$ gives, up to a sign, the filled subshell with the orbital $-m$ removed. For $k\ge1$ the filled subshell has no moment, so the diagonal moment of this state is $-u_{-m,-m}$. The removal supplies the minus sign. Reversing $m$ supplies the other factor, $u_{-m,-m}=(-1)^ku_{mm}$: an orbital and its reversed partner have the same quadrupole but opposite magnetic dipoles. For odd rank the two signs cancel.

## Lemma 3: the interaction in terms of unit tensors

Let $U^k\!\cdot U^k=\sum_q(-1)^qU^k_qU^k_{-q}$.

**Claim.** Real numbers $f_k$ exist such that

$$V=\frac12\sum_{k=0}^{2j}f_k\left[U^k\!\cdot U^k-\frac N\Omega\right]. \tag{4}$$

**Proof.** A rotationally invariant operator on two particles of angular momentum $j$ is fixed by one number $V_J$ for each $J=0,\dots,2j$, since each $J$ occurs once. The space of such operators has dimension $2j+1$. The $2j+1$ operators $u^k(1)\cdot u^k(2)$ belong to it. The symmetries of the 3j symbol give $(-1)^qu^k_{-q}=(u^k_q)^\dagger$, and 3j orthogonality gives

$$\mathrm{tr}\big(u^k_qu^{k'}_{q'}\big)=\delta_{kk'}\delta_{q',-q}\frac{(-1)^q}{2k+1}.$$

Hence

$$\mathrm{Tr}\big[u^k(1)\!\cdot u^k(2)\;u^{k'}(1)\!\cdot u^{k'}(2)\big]=\delta_{kk'}\sum_q\frac1{(2k+1)^2}=\frac{\delta_{kk'}}{2k+1}.$$

The operators are orthogonal and nonzero, so they form a basis, and the pair interaction is $\sum_kf_k\,u^k(1)\cdot u^k(2)$.

Summing over pairs gives $V=\frac12\sum_kf_k\sum_{i\ne i'}u^k(i)\cdot u^k(i')$. The product $U^k\!\cdot U^k$ also contains the terms $i=i'$, which must be subtracted. For one electron $\sum_q(-1)^qu^k_qu^k_{-q}$ is invariant, hence a multiple of the unit matrix. Its trace is the sum of all squared 3j symbols, which is 1, so the multiple is $1/\Omega$. ∎

Antisymmetric pairs with half-integer $j$ have even $J$, so the odd-$J$ values may be set to zero. The eigenvalue of $u^k(1)\cdot u^k(2)$ for a pair with momentum $J$ is $(-1)^{2j+J}$ times a 6j symbol. Tracing the pair interaction with this operator yields

$$f_k=(2k+1)\sum_J(2J+1)(-1)^{2j+J}\begin{Bmatrix}j&j&J\\j&j&k\end{Bmatrix}V_J .$$

**Coulomb repulsion.** Let $P(r)$ and $Q(r)$ be the large and small radial functions. Their angular spinors are related by the matrix $\boldsymbol\sigma\cdot\hat{\mathbf r}$, up to a sign. This matrix squares to one and commutes with the normalized spherical harmonics $C^k_q(\hat{\mathbf r})$, so both components have the same angular matrix. The multipole expansion of $1/r_{12}$ then gives

$$f_k=F^k\langle j\|C^k\|j\rangle^2,\quad F^k=\int_0^\infty\!\!\int_0^\infty\varrho(r)\varrho(s)\frac{r_<^k}{r_>^{k+1}}\,dr\,ds,\quad \varrho=P^2+Q^2 .$$

By parity, odd $k$ drop out.

## Proof of the theorem

**Energies.** Conjugate (4) with $C$. For $k\ge1$ both factors in $U^k\!\cdot U^k$ acquire the same sign, so the product is unchanged. For $k=0$, $u^0=1/\sqrt\Omega$ and $U^0\!\cdot U^0=N^2/\Omega$, which changes by

$$\frac{(\Omega-N)^2-N^2}{\Omega}=\Omega-2N .$$

The term $-N/\Omega$ changes by $-(\Omega-2N)/\Omega$. Together,

$$CVC^{-1}-V=\frac{\Omega-2N}{2}\left[f_0-\frac1\Omega\sum_kf_k\right].$$

To identify the bracket, note that $a_m^\dagger a_{m'}|\mathrm{full}\rangle=\delta_{mm'}|\mathrm{full}\rangle$. Thus $U^k_q|\mathrm{full}\rangle=\mathrm{tr}(u^k_q)|\mathrm{full}\rangle=0$ for $k\ge1$, and (4) with $N=\Omega$ gives

$$V_{\rm full}=\frac12\left[\Omega f_0-\sum_kf_k\right]. \tag{5}$$

The change of $V$ is therefore $(1-2N/\Omega)V_{\rm full}$. The change of $\varepsilon N$ is $\varepsilon(\Omega-2N)=(1-2N/\Omega)\Omega\varepsilon$. With $E_{\rm full}=\Omega\varepsilon+V_{\rm full}$,

$$CHC^{-1}=H+\left(1-\frac{2N}{\Omega}\right)E_{\rm full}. \tag{6}$$

Let $H\psi=E(n)\psi$ with $n$ electrons. Apply (6) to $C\psi$, which has $\Omega-n$ electrons. The left side is $CH\psi=E(n)C\psi$. On the right, $1-2(\Omega-n)/\Omega=-(1-2n/\Omega)$. Hence

$$HC\psi=\left[E(n)+\left(1-\frac{2n}\Omega\right)E_{\rm full}\right]C\psi,$$

which is (1). Since $C$ is unitary, multiplicities also agree.

**Moments.** Lemma 2 states $CTC^{-1}=sT$ with $s=(-1)^{k+1}$. Multiplying by $C^{-1}$ on the left and $C$ on the right gives $T=sC^{-1}TC$, so $C^{-1}TC=sT$ because $s^2=1$. Therefore $\langle C\psi'|T|C\psi\rangle=\langle\psi'|C^{-1}TC|\psi\rangle=s\langle\psi'|T|\psi\rangle$. ∎

For off-diagonal elements the partner states must carry the phases fixed by $C$. Diagonal moments are independent of phases.

## Corollary: the half-filled subshell

At $n=\Omega/2$ the shift in (6) vanishes, and $C$ commutes with $H$ in that configuration. To find $C^2$, apply $C$ twice:

$$C^2a_m^\dagger C^{-2}=(-1)^{j-m}(-1)^{j+m}a_m^\dagger=-a_m^\dagger .$$

Order the filled state as $a_j^\dagger a_{j-1}^\dagger\cdots a_{-j}^\dagger|0\rangle$. Then $C|\mathrm{full}\rangle$ contains $a_{-j}\cdots a_j|\mathrm{full}\rangle=|0\rangle$, with the sign $(-1)^{0+1+\cdots+(\Omega-1)}$. It follows that $C^2=(-1)^{\Omega(\Omega-1)/2+N}$. For $N=\Omega/2$ the exponent is $\Omega^2/2$, an even number, and $C^2=1$.

A term that is not degenerate with another of the same $J$ must satisfy $C\psi=\eta\psi$ with $\eta=\pm1$. Equation (2) becomes

$$\eta'\eta\,\langle\psi'|T^k_q|\psi\rangle=(-1)^{k+1}\langle\psi'|T^k_q|\psi\rangle .$$

Even ranks $k\ge2$ connect terms of opposite $\eta$, and odd ranks connect terms of equal $\eta$. In particular, the quadrupole moment of each such term vanishes.

The case $j=3/2$, $n=2$ can be checked by hand. The $q=0$ component of a rank-2 moment is diagonal in $m$, with values proportional to $3m^2-j(j+1)$, which is $3$ for $m=3/2$ and $-3$ for $m=1/2$. The state $J=M=2$ occupies these two orbitals, and its moment is zero.

## Example: $4f_{7/2}$

Take the orbital of a point charge $Z=20$, a round model parameter, in Hartree atomic units with speed of light $c$. The example illustrates the theorem within one subshell; it is not a prediction of an atomic spectrum, for the reason given under "Configuration mixing" below. For $\kappa=-4$ the radial Dirac equations are

$$P'=\frac4rP+\left[2c+\frac{\varepsilon+Z/r}{c}\right]Q,\qquad Q'=-\frac4rQ-\frac{\varepsilon+Z/r}{c}P .$$

Insert $P\propto r^\gamma e^{-\lambda r}$ and $Q=\rho P$. The $1/r$ terms give $\rho=(\gamma-4)c/Z$ and $\rho(\gamma+4)=-Z/c$, hence $\gamma^2=16-Z^2/c^2$. The constant terms give $\varepsilon=c\lambda\rho$ and $\lambda=-2c\rho/(1+\rho^2)$. Since $\rho^2=(4-\gamma)/(4+\gamma)$, these reduce to $\lambda=Z/4$ and $\varepsilon=c^2(\gamma/4-1)=-12.50416$ hartree.

The Slater integrals are $F^0=1.00511$, $F^2=0.56306$, $F^4=0.37618$ and $F^6=0.27831$ hartree. With the squared reduced elements, $f_0=8.0409$ and $\sum_kf_k=9.5949$ hartree. Equation (5) gives

$$V_{\rm full}=\tfrac12(8\times8.0409-9.5949)=27.366\ \text{hartree},$$

and $E_{\rm full}=8\varepsilon+V_{\rm full}=-72.667$ hartree. For $n=2$ the predicted shift is half of this. The lowest energy $-24.063$ hartree should move to $-24.063-36.334=-60.397$ hartree, which is the value found by diagonalizing the six-electron problem separately.

**Field gradient.** An electron has potential $-1/r$, so it contributes to the gradient at the nucleus the operator

$$V_{zz}=-\frac{3\cos^2\theta-1}{r^3}=-\frac{2C^2_0}{r^3}.$$

The energy of a nuclear quadrupole is proportional to this gradient. The orbital $m=7/2$ has angular density proportional to $\sin^6\theta$, for which $\langle\cos^2\theta\rangle=1/9$ and $\langle C^2_0\rangle=-1/3$. With $\langle r^{-3}\rangle=2.98309\,a_0^{-3}$,

$$V_{zz}=\tfrac23\times2.98309=1.98873\ \text{hartree}/(e\,a_0^2).$$

The single hole, $n=7$, gives $-1.98873$. For two electrons with $J=M=6$, the orbitals $7/2$ and $5/2$ are occupied. Their factors $3m^2-j(j+1)$ are $21$ and $3$, so the gradient is $1.98873(1+3/21)=2.27283$.

Separate diagonalizations give the following values, with excitation energies in hartree and $V_{zz}$ for $M=J$ in the unit above:

| $J$ | Excitation, $n=2$ and $6$ | $V_{zz}$, $n=2$ | $V_{zz}$, $n=6$ |
|---|---|---|---|
| 6 | 0 | 2.27283 | −2.27283 |
| 4 | 0.01455 | −0.20662 | 0.20662 |
| 2 | 0.10226 | −1.29876 | 1.29876 |
| 0 | 0.25401 | 0 | 0 |

The rank-3 moment $U^3_0$ is the same for $n=2$ and $n=6$: for $J=6$ it is $0.04652$ in both. The pair $n=3,5$ shows the same pattern in the numerical output.

**Half filling.** All eight terms of $n=4$ have zero field gradient. The two $J=2$ terms have opposite $\eta$, and the gradient operator connects them with an element of magnitude $1.61531$ in the $M=2$ states. The quadrupole operator is thus still active, although its diagonal elements vanish. The three terms with $\eta=-1$ have the same $U^3_0$, as the $n=2$ terms of equal $J$. The theorem does not require this, but it is exact and independent of $V$. Each $J$ occurs once among the $\eta=-1$ terms, so these states are fixed by symmetry. They are the $n=2$ terms with a $J=0$ pair added, and odd-rank tensors commute with the operator that creates this pair, so the same equality holds for every odd rank.

## When the result fails

**Different orbitals.** In real atoms the two configurations generally have different self-consistent orbitals. A changed $\varepsilon$ or $F^0$ shifts all terms together, but changes in the $F^k$ with $k\ge2$ generally alter the spacings. If the $n=6$ orbital is computed with $Z=21$, the total spread rises from $0.25401$ hartree (6.912 eV) to $0.26672$ hartree (7.258 eV), by 5.0% of the former. This matches the nonrelativistic scaling $F^k\propto Z$. The sign reversal of $V_{zz}$ is sturdier here: for $n=2$ and $6$ each $J$ occurs once, so the angular state is fixed by symmetry and only the factor $\langle r^{-3}\rangle$ changes.

**Three-body forces.** Each term of $V$ has the form $a^\dagger a^\dagger aa$, and $Na^\dagger a^\dagger=a^\dagger a^\dagger(N+2)$. Hence $(N-2)V$ is a sum of terms $a^\dagger a^\dagger N\,aa$, each with three creation operators to the left of three annihilation operators, so it is a pure three-body force. It produces no splitting for $n=2$, but for $n=\Omega-2$ it equals $(\Omega-4)V$. When $\Omega>4$ and $V$ splits the terms, the spacings differ.

**Configuration mixing.** $C$ acts within one subshell. If other configurations are admixed, (1) and (2) no longer follow from this proof. In the example this mixing would be strong: at $Z=20$ the Dirac energy of $4f_{5/2}$ lies only $0.0056$ hartree below that of $4f_{7/2}$, far less than the term spread of $0.254$ hartree. If two electrons may occupy both subshells, their lowest term has $J=4$, not $J=6$. The example omits such mixing, core polarization and the Breit interaction. The last of these, restricted to the subshell as a rotationally invariant two-body operator, would satisfy the theorem's assumptions; its omission affects the numbers but not the particle-hole relation.

## Calculated quantities

```
subshell 4f_7/2: j = 3.5, capacity = 8, Z_eff = 20
orbital energy eps = -12.50416 hartree
F^0 = 1.00511 hartree, <j||C^0||j> = 2.82843
F^2 = 0.56306 hartree, <j||C^2||j> = -1.38013
F^4 = 0.37618 hartree, <j||C^4||j> = 0.96699
F^6 = 0.27831 hartree, <j||C^6||j> = -0.68279
<r^-3> = 2.98309 a0^-3
V_full = 27.36620 hartree
E_full = -72.66710 hartree
sign under C, ranks 1 to 7: +1 -1 +1 -1 +1 -1 +1
Vzz in hartree/(e a0^2), U3 dimensionless, both for M = J
n = 1 | n = 7: J, excitation (hartree), Vzz, U3
J=3.5 0.00000 1.98873 0.16283 | 0.00000 -1.98873 0.16283
n = 2 | n = 6: J, excitation (hartree), Vzz, U3
J=0.0 0.25401 0.00000 0.00000 | 0.25401 0.00000 0.00000
J=2.0 0.10226 -1.29876 -0.07311 | 0.10226 1.29876 -0.07311
J=4.0 0.01455 -0.20662 -0.16072 | 0.01455 0.20662 -0.16072
J=6.0 0.00000 2.27283 0.04652 | 0.00000 -2.27283 0.04652
n = 3 | n = 5: J, excitation (hartree), Vzz, U3
J=1.5 0.09012 -1.19324 0.06580 | 0.09012 1.19324 0.06580
J=2.5 0.18020 1.84667 -0.03489 | 0.18020 -1.84667 -0.03489
J=3.5 0.23411 0.66291 0.16283 | 0.23411 -0.66291 0.16283
J=4.5 0.05008 -0.90397 -0.13713 | 0.05008 0.90397 -0.13713
J=5.5 0.08389 0.20293 0.00997 | 0.08389 -0.20293 0.00997
J=7.5 0.00000 1.42052 -0.11631 | 0.00000 -1.42052 -0.11631
lowest total energy, n = 2: -24.06297 hartree
lowest total energy, n = 6: -60.39652 hartree
n = 4: J, excitation (hartree), Vzz, U3, C-parity
J=0.0 0.41498 0.00000 0.00000 +1
J=2.0 0.08475 0.00000 0.15951 +1
J=2.0 0.26323 0.00000 -0.07311 -1
J=4.0 0.17553 0.00000 -0.16072 -1
J=4.0 0.18008 0.00000 -0.01861 +1
J=5.0 0.08008 0.00000 0.03988 +1
J=6.0 0.16097 0.00000 0.04652 -1
J=8.0 0.00000 0.00000 -0.18610 +1
n = 4: |Vzz| between the two J=2 terms = 1.61531
total term spread, n = 2: 0.25401 hartree = 6.912 eV
total term spread, n = 6: 0.25401 hartree = 6.912 eV
total term spread, n = 6 with Z_eff = 21: 0.26672 hartree = 7.258 eV
```
